# Grid error in direct tunnelling through a thin gate oxide

## Question

A silicon dioxide layer of width $d=1.5$ nm separates two silicon electrodes. An electron meets it at normal incidence. Inside the layer the potential is flat and the effective mass $m$ is constant. The continuum amplitude decays as $e^{-\kappa x}$ with $\kappa=0.64\ \text{Å}^{-1}$.

A simulator solves the same one-dimensional effective-mass equation on a uniform grid of spacing $a$, replacing the second derivative by the three-point difference. Mass, barrier height and electron energy are the same in both descriptions. The layer contains $N=d/a$ grid sites, and its faces lie midway between sites. Unless stated otherwise, $a=1$ Å and no voltage is applied.

### (a) Find the barrier height implied by $m=0.50\,m_e$, and the continuum exponential transmission factor.

**Answer.** Let $\varphi>0$ be the height of the barrier above the electron energy. The Schrödinger equation in the layer is

$$-\frac{\hbar^2}{2m}\psi''+\varphi\,\psi=0,\qquad\text{so}\qquad \psi''=\kappa^2\psi,\quad \kappa^2=\frac{2m\varphi}{\hbar^2}.$$

Hence $\varphi=\hbar^2\kappa^2/2m=3.12$ eV. Over the width $d$ the amplitude falls by $e^{-\kappa d}$. Transmission is proportional to the squared amplitude, so its exponential factor is

$$F=e^{-2\kappa d},\qquad 2\kappa d=2(0.64)(15)=19.2,\qquad F=4.59\times10^{-9}.$$

The interface prefactor, which multiplies $F$, is treated in part (e).

### (b) Derive the decay rate on the grid and the sign of its error.

**Answer.** With $\psi''\to(\psi_{j+1}-2\psi_j+\psi_{j-1})/a^2$, the grid equation is

$$\psi_{j+1}+\psi_{j-1}-2\psi_j=\kappa^2a^2\psi_j .$$

Insert $\psi_j=e^{-qj}$ with $q=\kappa_g a>0$ and divide by $\psi_j$:

$$e^{-q}+e^{q}-2=2\cosh q-2=\kappa^2a^2 .$$

Since $\cosh q-1=2\sinh^2(q/2)$, this is $4\sinh^2(q/2)=\kappa^2a^2$. Taking the positive root,

$$\kappa_g=\frac{2}{a}\,\operatorname{arsinh}\frac{\kappa a}{2}.$$

For $y>0$,

$$\operatorname{arsinh}y=\int_0^y\frac{dt}{\sqrt{1+t^2}}<y,$$

because the integrand is below one for $t>0$. Therefore $\kappa_g<\kappa$: the grid wave decays too slowly, and the exponential factor is too large at every spacing. The physical reason is that for an exponential the finite difference exceeds the true second derivative, so a smaller decay rate suffices to balance the same barrier.

### (c) Show that the grid overestimates the exponential factor by about 37 percent.

**Answer.** The ratio of grid to continuum factors is

$$R=\frac{e^{-2\kappa_g d}}{e^{-2\kappa d}}=e^{2(\kappa-\kappa_g)d}.$$

Here $\kappa a/2=0.32$, which gives $\kappa_g=0.62955\ \text{Å}^{-1}$, only 1.63 percent below $\kappa$. The exponent falls from 19.2 to 18.887. With unrounded values the difference is 0.3134, so

$$R=e^{0.3134}=1.368 .$$

The overestimate relative to the continuum factor is 36.8 percent. A small relative error in the rate is multiplied by the large exponent 19.2 before being exponentiated.

The factors can also be obtained without the decay law, by solving the scattering problem at widths $d$ and $2d$ and dividing the second transmission by the first. The interface prefactor then cancels, up to corrections of relative order $F$. The results are $4.587\times10^{-9}$ in the continuum and $6.276\times10^{-9}$ on the grid, whose ratio is again 1.368.

The error is equivalent to thinning the oxide by $0.3134/(2\kappa)=0.245$ Å, or 0.0245 nm.

### (d) Find how the error scales, and the spacing that reduces it to one percent. Compare a 3 nm hafnium oxide layer with $m=0.20\,m_e$ and $\varphi=1.5$ eV.

**Answer.** Expand $(1+t^2)^{-1/2}=1-t^2/2+3t^4/8-\dots$ and integrate:

$$\operatorname{arsinh}y=y-\frac{y^3}{6}+\frac{3y^5}{40}-\dots$$

Setting $y=\kappa a/2$ and multiplying by $2/a$ gives

$$\kappa_g=\kappa-\frac{\kappa^3a^2}{24}+\frac{3\kappa^5a^4}{640}-\dots,$$

$$\ln R=2(\kappa-\kappa_g)d=\frac{\kappa^3a^2d}{12}-\frac{3\kappa^5a^4d}{320}+\dots$$

At $a=1$ Å the two terms are $0.3277$ and $-0.0151$. The first alone predicts 38.8 percent; their sum, 0.3126, is close to the full value 0.3134.

Halving the spacing divides the leading logarithm by four. The scattering solutions give overestimates of 8.44 percent at 0.5 Å and 2.06 percent at 0.25 Å. For one percent, the leading term requires

$$a=\sqrt{\frac{12\ln 1.01}{\kappa^3d}}=0.174\ \text{Å}.$$

Since $15/0.174=86.2$, the layer needs 87 sites for the exponential factor. The whole transmission of part (e) is then still 1.3 percent too large; at 100 sites its error is 0.96 percent.

For the hafnium oxide layer, $\kappa=0.281\ \text{Å}^{-1}$. At $a=1$ Å its factor is overestimated by 5.63 percent, although the layer is twice as thick: the cube of the decay rate outweighs the width. If both layers are in series, with flat bands and these decay rates at the same electron energy, their exponential factors multiply. The combined ratio is $1.368\times1.056=1.445$, and most of the error comes from the silicon dioxide.

### (e) Derive the error of the whole transmission for a thick barrier. Take identical leads with the oxide mass and an incident energy of 0.10 eV.

**Answer.** Let the continuum wave number in the leads be $k$. On the grid a lead wave $e^{i\theta j}$ obeys

$$2-2\cos\theta=k^2a^2,$$

and propagates if $0<ka<2$. The barrier occupies sites $1$ to $N$. The equation at site 0 has lead form and involves $\psi_1$; the equation at site 1 has barrier form and involves $\psi_0$. Both forms of the solution therefore hold at sites 0 and 1 and must agree there.

In a thick barrier the wave returning from the far face can be dropped at the near face. With incident amplitude 1, reflected amplitude $r$ and barrier wave $Ce^{-qj}$,

$$1+r=C,\qquad e^{i\theta}+re^{-i\theta}=Ce^{-q}.$$

Substituting $r=C-1$ in the second equation gives

$$C=\frac{2i\sin\theta}{e^{-q}-e^{-i\theta}} .$$

At the far face, matching is at sites $N$ and $N+1$. Let the reflected barrier wave be $De^{q(j-N)}$ and the transmitted wave $te^{i\theta(j-N)}$:

$$Ce^{-qN}+D=t,\qquad Ce^{-qN}e^{-q}+De^{q}=te^{i\theta}.$$

Eliminating $D=t-Ce^{-qN}$,

$$t=\frac{2\sinh q}{e^{q}-e^{i\theta}}\,Ce^{-qN}.$$

The leads are identical, so $T=|t|^2$. The squared moduli of the denominators are

$$|e^{-q}-e^{-i\theta}|^2=e^{-q}(2\cosh q-2\cos\theta),$$

$$|e^{q}-e^{i\theta}|^2=e^{q}(2\cosh q-2\cos\theta).$$

Adding the two dispersion relations gives $2\cosh q-2\cos\theta=(\kappa^2+k^2)a^2$. The numerators follow from

$$\sin^2\theta=(1-\cos\theta)(1+\cos\theta)=k^2a^2\left(1-\frac{k^2a^2}{4}\right),$$

$$\sinh^2q=(\cosh q-1)(\cosh q+1)=\kappa^2a^2\left(1+\frac{\kappa^2a^2}{4}\right).$$

Since $qN=\kappa_gd$, the powers of $a$ cancel and

$$T_g=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\left(1-\frac{k^2a^2}{4}\right)\left(1+\frac{\kappa^2a^2}{4}\right)e^{-2\kappa_gd}.$$

The limit $a\to0$ is the continuum result. At 0.10 eV, $k=0.1146\ \text{Å}^{-1}$, and the two brackets give $0.9967\times1.1024=1.099$. The whole transmission is too large by $1.368\times1.099=1.503$, or 50.3 percent. Direct solution gives $2.208\times10^{-9}$ in the continuum and $3.319\times10^{-9}$ on the grid, in the same ratio. Thus 37 percent describes the exponential factor, not the complete transmission.

The site count matters more than either correction. One missing barrier site multiplies $T_g$ by $e^{2\kappa_ga}=3.5$.

### (f) By how much must the grid barrier be raised to restore the decay rate?

**Answer.** Let the raised barrier have the continuum rate $\kappa_c$. We require its grid rate to equal $\kappa$:

$$\frac{2}{a}\operatorname{arsinh}\frac{\kappa_ca}{2}=\kappa
\quad\Longrightarrow\quad
\kappa_c=\frac{2}{a}\sinh\frac{\kappa a}{2}.$$

At fixed mass the height is proportional to the squared rate, so

$$\Delta\varphi=\varphi\left[\left(\frac{\sinh(\kappa a/2)}{\kappa a/2}\right)^2-1\right]=0.108\ \text{eV}.$$

This rise depends on $\kappa$ and hence on energy. One fixed rise is exact at one energy only. It leaves the exponential factor 2 percent too small for an electron 0.1 eV higher and 19 percent too small for one 1 eV higher, so it serves a thermal window but not a wide spectrum. The interface prefactor remains grid dependent.

### (g) A voltage of 1 V now falls linearly across the oxide, lowering the barrier towards the exit. How do the transmission and the grid error change?

**Answer.** The field is 6.67 MV/cm. In the WKB approximation the local rate is $\kappa(x)=\kappa\sqrt{1-vx/d}$, with $v=1/3.121=0.320$. Integration gives

$$\int_0^d\kappa(x)\,dx=\kappa d\,\frac{2}{3v}\left[1-(1-v)^{3/2}\right]=0.915\,\kappa d .$$

The exponent falls from 19.2 to 17.57, and the exponential factor is multiplied by 5.11. With the leads of part (e), which carry the oxide mass, the whole continuum transmission, solved directly, is multiplied by 14; parabolic leads of mass $0.92\,m_e$ or $0.19\,m_e$, with $\psi'/m$ continuous, give 16 and 9.5. The remaining gain comes from the exit face. In WKB each face contributes $4k\kappa/(k^2+\kappa^2)$ with its local values. At the exit, $k$ rises to 0.380 and $\kappa$ falls to 0.528 Å$^{-1}$, so this factor grows from 0.69 to 1.90. The product $5.11\times1.90/0.69$ is about 14.

To leading order the grid error is now $\ln R=(a^2/12)\int_0^d\kappa^3(x)\,dx$, which is smaller because the local rate is smaller. With the full grid decay law the exponential factor is overestimated by 27.6 percent. For the whole transmission the directly solved overestimate is 35.9 percent.

### (h) Compare the model with a real oxide and size its main omissions.

**Answer.** A barrier near 3.1 eV and an oxide mass near half the electron mass are roughly typical of silicon/silicon dioxide tunnelling models. The hafnium oxide values in (d) are likewise rough. The following changes are made one at a time to the unbiased 1.5 nm oxide.

- **Band curvature.** Measure energy $\varepsilon$ from the valence edge of a two-band insulator with gap $E_g$ and band-edge mass $m$: $\varepsilon(\varepsilon-E_g)=(\hbar^2E_g/2m)k^2$. In the barrier $k=i\kappa_2$ and $\varepsilon=E_g-\varphi$, so $\kappa_2^2=(2m\varphi/\hbar^2)(1-\varphi/E_g)$. For a rough gap of 9 eV, $\kappa_2=0.517\ \text{Å}^{-1}$ and the factor grows about 40 times. This applies if 0.50 is a band-edge mass; if $0.64\ \text{Å}^{-1}$ is itself the known decay rate, the curvature is included at this energy only. The band-edge mass must then be $0.765\,m_e$, since with 0.50 the two-band rate cannot exceed $0.543\ \text{Å}^{-1}$. The rate also varies more slowly with $\varphi$, so the gains in the exponential factor fall from 5.11 to 2.5 for the bias in (g), from 2.1 to 1.45 for the midplane image lowering and from 1.08 to 1.04 for $k_BT$.
- **Thickness.** Removing 0.1 nm multiplies the factor by $e^{1.28}=3.6$.
- **Image lowering.** For an electron at midplane, repeated reflection gives image charges $(-\rho)^n$ times its own at distances $nd$ on both sides, where $\rho=(11.7-2.13)/(11.7+2.13)=0.692$ from the silicon and optical oxide permittivities. Half the interaction energy, summed over images, is a lowering of $e^2\ln(1+\rho)/(4\pi\epsilon_0\epsilon_{ox}d)=0.237$ eV. Away from midplane the odd images lower the energy further, while the even ones keep their distances. A uniform lowering by the midplane value therefore gives a lower estimate of the gain in the exponential factor inside the oxide: a factor 2.1. It does not bound the whole transmission. The classical image energy diverges at the faces and is repulsive on the silicon side, about 0.10 eV at 2 Å if free carriers do not screen it. With both sides included and the divergent terms held constant within a cutoff distance of each face, the whole transmission gains between about 9 and 2.0 at 0.10 eV incident energy, and between about 4.5 and 1.0 at 0.026 eV (barrier top held fixed), as the cutoff goes from 0.25 to 2 Å.
- **Silicon mass.** A lead mass of $0.92\,m_e$, for a valley whose long axis lies along the current, multiplies the whole transmission by 0.559 at the same incident energy, if $\psi$ and $\psi'/m$ are continuous at the faces. The matching rule decides the direction: continuity of $\psi'$ itself gives 1.75. With the $\psi'/m$ rule a lead mass of $0.19\,m_e$ gives 2.4.
- **Temperature.** Raising the electron energy by $k_BT=0.0259$ eV at 300 K multiplies the exponential factor by 1.08. Starting from an incident energy of 0.10 eV, it also multiplies the interface prefactor $16k^2\kappa^2/(k^2+\kappa^2)^2$ by about 1.25, mainly because $k^2$ is proportional to the incident energy.

Several of these changes exceed the 37 percent grid error. They are uncertainties of the physical model, whereas the grid error is a bias that a finer grid removes. For the exponential factor its sign is always positive. For the whole transmission the lead bracket $1-k^2a^2/4$ can reverse it near the barrier top: with the top held fixed and $a=1$ Å, the ratio of grid to continuum transmission is 1.05 at 2.0 eV incident energy and 0.91 at 3.0 eV. It matters in calibration: a mass fitted on the coarse grid absorbs the bias and no longer fits when the spacing changes. With the barrier top fixed and one mass in oxide and leads, $0.523\,m_e$ reproduces the continuum transmission of (e) at 1 Å, but gives one 27 percent too small at 0.5 Å and 35 percent too small at 0.1 Å. A thickness counted in whole 1 Å sites is too coarse for such a fit: 14, 15 and 16 sites give 5.3, 1.50 and 0.43 times the continuum value. Trap-assisted current and dielectric breakdown lie outside the model. The field in (g) is a substantial fraction of the roughly 10 MV/cm at which oxide breakdown becomes a concern, so direct tunnelling alone does not establish that a device is reliable there.

The numerical output lists the main values, not every number quoted above.

## Computed results

```
true decay: 0.64 1/angstrom
barrier width: 1.5 nm
grid spacing: 1 angstrom
oxide mass: 0.5 electron masses
barrier above electron energy: 3.121 eV
grid decay: 0.62955 1/angstrom
relative decay error: 1.63 %
true exponent 2 kappa d: 19.2
grid exponent: 18.887
exponent difference: 0.3134
true exponential factor: 4.587e-09
grid exponential factor: 6.276e-09
overestimate of factor: 36.8 %
leading exponent difference: 0.3277
next term: -0.0151
overestimate, leading term only: 38.8 %
overestimate at 0.5 angstrom: 8.44 %
overestimate at 0.25 angstrom: 2.06 %
spacing for 1 % error: 0.174 angstrom
equivalent thinning: 0.0245 nm
incident energy: 0.1 eV
lead wave number: 0.1146 1/angstrom
true whole transmission: 2.208e-09
grid whole transmission: 3.319e-09
grid/true prefactor: 1.099
overestimate of whole transmission: 50.3 %
compensating barrier rise: 0.108 eV
oxide voltage: 1 V
oxide field: 6.67 MV/cm
bias: gain of exponential factor: 5.11
bias: gain of whole transmission: 14
bias: grid overestimate of factor: 27.6 %
bias: grid overestimate of whole: 35.9 %
oxide optical permittivity: 2.13 (relative)
silicon permittivity: 11.7 (relative)
image lowering at midplane: 0.237 eV
image: gain of factor: 2.1
oxide gap: 9 eV
two-band decay: 0.517 1/angstrom
two-band: gain of factor: 39.7
silicon mass: 0.92 electron masses
mass step: whole transmission times: 0.559
temperature: 300 K
thermal energy: 0.0259 eV
energy up by kT: gain of factor: 1.08
0.1 nm thinner: gain of factor: 3.6
hafnium oxide mass: 0.2 electron masses
hafnium oxide barrier: 1.5 eV
hafnium oxide width: 3 nm
hafnium oxide decay: 0.281 1/angstrom
hafnium oxide grid overestimate: 5.63 %
```
